The quadratic threshold law of internal photoemission from a metal, part 2

Light absorbed in a metal gate can lift an electron over the barrier into the conduction band of the neighbouring oxide. The problem is how the yield Y, the number of electrons emitted into the oxide per photon absorbed in the metal, depends on the photon energy hν near threshold, and how a band offset can be found from it.

Energies E are measured from the Fermi level, and distances z in the metal from the interface. The angle θ lies between the electron's velocity in the metal and the normal pointing into the oxide, and u = cos θ. Excited electrons have all directions with equal probability, and those that scatter in the metal are lost. B(u) is the probability of reaching the interface unscattered, and B = B(1). In the examples energies are in eV and lengths in nm; m₀ is the free-electron mass.

A3. The metal and the oxide have isotropic parabolic bands. The relevant oxide minimum lies at zero in-plane wave vector.

Lemma 2 (escape cone). An electron of energy E > Φ can cross if u > 0 and

sin²θ ≤ s(E), with s(E) = μ(E − Φ)/(E_F + E),

provided that s(E) < 1.

Its proof uses the in-plane energy in the oxide, E∥ = (E_F + E) sin²θ / μ, and the energy left for normal motion at the barrier top, E_n = E − Φ − E∥.

Proposition 1 concerns the initial and final densities of states, D_i and D_f. The excited energies have the density

p(E) = D_i(E − hν) D_f(E) / N(hν),

where N(hν) normalizes p. For constant densities p(E) = 1/hν for 0 < E < hν.

Proposition 2 (thin gate lit from its free face). Let the gate have thickness d and let the absorbed light decay as e^(−y/a) with distance y = d − z from the free face. Interference and light reflected at the oxide are left out. Then

B(u) = e^(−d/a)(e^(rd) − 1) / [a r (1 − e^(−d/a))],

r = 1/a − 1/(ℓu).

## II. Field, temperature, transmission and a worked example

The first half considered a metal with band depth E_F, a barrier top Φ above its Fermi level, and W = E_F + Φ. With Δ = hν − Φ, ε = E − Φ, mass ratio μ = m_ox/m_metal and straight-line arrival probability B, it gave the escape probability G ≈ Bμε/(4W) and the yield per absorbed photon

Y ≈ CΔ²/hν, C = Bμ/(8W).

The relative correction is κΔ, with κ = −(2/3W)[1 − μ(1 − β)/4], where β is the mean starting distance of the arriving electrons in units of the mean free path ℓ. The metal temperature was zero, and every electron inside the escape cone was transmitted.

Proposition 3 (field and image force). Let Φ₀ be the band offset, meaning the height of the oxide conduction-band edge above the metal Fermi level without field and image force. In a field F that pulls electrons into the oxide, the barrier top is at

x_m = √(A/(eF)),

Φ = Φ₀ − 2√(A eF),

A = e²/(16π ε₀ ε_opt).

Proof. An electron at distance x from a plane metal surface is attracted by an image of opposite charge at distance 2x. The attractive force is

e²/(4π ε₀ ε_opt (2x)²) = e²/(16π ε₀ ε_opt x²) = A/x².

The corresponding potential energy, zero at large x, is −A/x. The optical permittivity ε_opt is used on the assumption that the electron passes too quickly for the ions to respond. With the energy −eFx of the applied field,

V(x) = Φ₀ − A/x − eFx.

The derivative A/x² − eF vanishes at x_m, and the second derivative −2A/x³ is negative there, so x_m is a maximum. At this point A/x_m = √(A eF) and eFx_m = √(A eF). Their sum is subtracted from Φ₀. ∎

The potential depends on x alone, so it leaves the in-plane momentum unchanged. Lemma 2 therefore applies with Φ equal to the lowered top. The photoemission threshold gives Φ, and the band offset follows by adding 2√(A eF). If the classical model holds over a series of fields, thresholds plotted against √F lie on a straight line with intercept Φ₀. A transmission that changes with field, as treated below, can move both the slope and the intercept.

Proposition 4 (temperature). If the metal has temperature T_m, with kT_m ≪ Φ and the barrier held fixed, then at leading order in the escape cone and for X = Δ/(kT_m) ≥ 0

Y·hν = 2C(kT_m)² · { X²/2 + π²/6 − S(X) },

S(X) = e^(−X) − e^(−2X)/4 + e^(−3X)/9 − …

Proof. The initial states are now occupied with probability 1/(1 + e^((E − hν)/kT_m)). The final states above Φ are empty apart from a fraction of order e^(−Φ/kT_m), which is neglected. So is the equally small change in the normalization 1/hν. Since E − hν = ε − Δ and G = 2Cε,

Y·hν = 2C ∫₀^∞ ε dε / (1 + e^((ε − Δ)/kT_m)).

With y = ε/(kT_m) this is 2C(kT_m)²J, where

J = ∫₀^∞ y dy/(1 + e^(y − X)).

For y < X write

1/(1 + e^(y − X)) = 1 − 1/(1 + e^(X − y)).

The term 1 contributes X²/2. In the rest put v = X − y below X and v = y − X above it:

J = X²/2 − ∫₀^X (X − v)/(1 + e^v) dv + ∫₀^∞ (X + v)/(1 + e^v) dv.

Extend the first integral to infinity and add back the part beyond X. The two integrals over the full range combine, since −(X − v) + (X + v) = 2v:

J = X²/2 + 2∫₀^∞ v/(1 + e^v) dv − ∫ from X to ∞ of (v − X)/(1 + e^v) dv.

The expansion 1/(1 + e^v) = e^(−v) − e^(−2v) + e^(−3v) − … and the integral ∫₀^∞ v e^(−jv) dv = 1/j² give

∫₀^∞ v/(1 + e^v) dv = 1 − 1/4 + 1/9 − … = π²/12.

In the last integral v = X + v′ gives the same series with a factor e^(−jX) in each term, which is S(X). ∎

Several kT_m above threshold S is negligible, and

Y·hν ≈ C·[Δ² + π²(kT_m)²/3].

At Δ = 0 the series S equals π²/12, and the yield does not vanish: Y = Cπ²(kT_m)²/(6Φ). Thermal electrons above the Fermi level turn the corner of the square law into a smooth foot.

Proposition 5 (transmission). Suppose that an electron with normal energy E_n relative to the barrier top crosses with probability T(E_n). At leading order in the escape cone and at zero temperature,

Y·hν = 2C ∫ (Δ − E_n) T(E_n) dE_n,

with E_n running up to Δ. Negative E_n describes tunnelling. The formula assumes that T becomes negligible while |E_n| is still small compared with W.

Proof. From Lemma 2 the in-plane energy in the oxide is close to E∥ = W sin²θ/μ. For small angles d(sin²θ) = −2u du ≈ −2 du, so the magnitude of the direction interval is du = μ dE∥/(2W). The density of directions is ½ and the arrival probability is B, hence

Y·hν = ½B·(μ/2W) ∫∫ T(ε − E∥) dE∥ dε.

The factor in front is Bμ/(4W) = 2C. At fixed E_n = ε − E∥, the condition E∥ ≥ 0 means ε ≥ E_n, and the photon energy limits ε to at most Δ. The integral over ε gives Δ − E_n. ∎

A constant transmission T₀ above the top, with none below it, gives

2CT₀ ∫₀^Δ (Δ − E_n) dE_n = CT₀Δ².

The square law survives with a smaller prefactor. A sharp step gives a different law. Let an electron strike a step from the metal with normal velocity v₁ and move on with velocity v₂. Continuity of the wave and of its derivative divided by the mass gives

1 + ρ = τ, v₁(1 − ρ) = v₂τ,

where ρ and τ are the reflected and transmitted amplitudes. Eliminating ρ gives τ = 2v₁/(v₁ + v₂). The transmitted fraction of the current is

T = (v₂/v₁)τ² = 4v₁v₂/(v₁ + v₂)².

Near threshold v₂/v₁ ≈ √(E_n/(μW)), so T ≈ 4√(E_n/(μW)). The required integral is

∫₀^Δ (Δ − E_n)√E_n dE_n = (2/3 − 2/5)Δ^(5/2) = (4/15)Δ^(5/2).

The threshold power is then 5/2. This limit needs Δ ≪ μW/16, the energy at which the approximate T would reach one. For μ = 0.2 and W = 14 eV that energy is 0.175 eV, and with the full expression for T the local power falls to about 2.4 at Δ = 0.1 eV and 2.3 at Δ = 0.7 eV. An escape condition on momentum therefore does not by itself establish the quadratic law. For a straight line that meets the axis at Φ, the transmission must also be nearly constant over the energies used.

Worked example. Take a 10 nm aluminium-like gate on 20 nm of a hafnia-like oxide, with these rough typical values: E_F = 11.7 eV, Φ₀ = 2.50 eV, m_metal = 1.0 m₀, m_ox = 0.2 m₀, ε_opt = 4.0, a = 7 nm and ℓ = 5 nm. The field is 1.0 MV/cm, so that eF = 0.1 eV/nm, and the photon energy is 3.00 eV.

The image coefficient is A = 0.0900 eV nm. Proposition 3 gives

x_m = √(0.0900/0.1) = 0.949 nm,

2√(A eF) = 2√(0.0900 × 0.1) = 0.190 eV,

Φ = 2.500 − 0.190 = 2.310 eV.

Hence W = 11.7 + 2.310 = 14.01 eV and Δ = 3.000 − 2.310 = 0.690 eV. The widest escape cone, for electrons excited from the Fermi level, has

sin²θ_c = 0.2 × 0.690/14.70, θ_c = 5.6°.

For the arrival probability, a r = 1 − a/ℓ = −2/5 and rd = 10/7 − 10/5 = −4/7. Proposition 2 at u = 1 gives

B = e^(−10/7)(1 − e^(−4/7)) / [(2/5)(1 − e^(−10/7))] = 0.343.

The arriving electrons are weighted with depth as e^(−qz), where q = −r = 2/35 nm⁻¹. Their mean starting distance is the quotient of

∫₀^d z e^(−qz) dz = [1 − (1 + qd)e^(−qd)]/q²

and

∫₀^d e^(−qz) dz = [1 − e^(−qd)]/q.

This quotient is 1/q − d/(e^(qd) − 1). Division by ℓ gives

β = [17.5 − 10/(e^(4/7) − 1)]/5 = 0.905.

The yield at leading order is

C = 0.343 × 0.2/(8 × 14.01) = 6.12 × 10⁻⁴ eV⁻¹,

Y = 6.12 × 10⁻⁴ × 0.690²/3.00 = 9.7 × 10⁻⁵.

About one absorbed photon in ten thousand emits an electron in this model. The correction coefficient is κ = −0.0474 eV⁻¹, which lowers the yield by about 3%. Numerical quadrature of the unexpanded cone model gives 9.4 × 10⁻⁵, or 0.97 of the leading result.

Effects on the yield. For a free-electron metal, D_i and D_f are proportional to the square roots of the energies above the band bottom. Quadrature with these densities raises the cone-model yield by 11% relative to the flat density. The sign follows from Proposition 1: the product of the densities rises with E, and the emitted electrons lie at the upper end of the excited range.

At 300 K, kT_m = 0.0259 eV. The thermal term π²(kT_m)²/3 raises the leading yield at hν = 3.00 eV by 0.5%. At hν = Φ, where the cold model gives zero, the warm yield is 2.9 × 10⁻⁷.

Quantum transmission has a larger effect. It was found by solving the one-dimensional wave equation for V(x), divided into 3000 thin slices, with the mass changing at the interface. The image potential was joined to the metal where it reaches the band bottom, and an outgoing wave was imposed at 20 nm. The result is

0.1 eV below the top: T = 0.04,
at the top: T = 0.23,
0.3 eV above: T = 0.76,
0.7 eV above: T = 0.89,
1.0 eV above: T = 0.93.

The transmission at the top is not zero, as it is for the sharp step, but it is far from one and still rising well above the top. Inserted in Proposition 5, it gives 0.67 of the leading yield at hν = 3.00 eV. The value is an estimate, because neither the classical image potential nor a constant oxide mass can be trusted within about an interatomic distance of the metal. Ending the image potential with a step to the metal at 0.05 to 0.2 nm keeps the ratio between 0.67 and 0.69. Moving the mass change 0.1 nm into the image well, with the potential unchanged, raises it to 0.80 and the transmission at the top to 0.31.

Scattering in the oxide before the barrier top can return electrons to the metal. With a rough oxide mean free path of 3 nm, the fraction that crosses this region unscattered along the normal is e^(−0.949/3) = 0.73. For motion along the normal, with the scattered electrons lost and this mean free path independent of energy, the loss is a constant factor at fixed field. It changes with field, because x_m does. Directions close to the normal in the metal can become strongly oblique in the oxide, where little normal energy is left near the barrier top. Oblique paths are longer than x_m, so the loss is then larger and can depend on the photon energy.

Effects on the threshold. To see how these effects enter a measured offset, nine yields were calculated at equally spaced photon energies from 2.6 to 3.4 eV. An unweighted least-squares line was fitted to √(Y·hν), except where stated, and extended to zero. Each effect was included alone, with the field, B and the barrier held fixed. The shifts relative to Φ = 2.310 eV are

unexpanded escape cone: −9 meV,
temperature of 300 K: −4 meV,
factor hν omitted, so that √Y is fitted: −76 meV,
quantum transmission: +54 meV.

The sign of the third shift follows from the curvature of the plot. For the leading law √Y is proportional to

h(x) = (x − Φ)/√x = x^(1/2) − Φx^(−1/2), x = hν,

whose second derivative, −x^(−3/2)/4 − 3Φx^(−5/2)/4, is negative. The residuals of a least-squares line sum to zero, and so do their products with x. They must therefore change sign at least twice, so the line cuts the curve within the fitted range. To the left of the cuts the line lies above a curve that bends downwards. It is still positive at Φ and reaches zero at a lower energy. The finite cone has the same sign for the same reason, since √(1 + κΔ)·Δ ≈ Δ + κΔ²/2 with κ negative.

The thermal shift is also downward. Well above threshold √(Δ² + π²(kT_m)²/3) exceeds Δ by about π²(kT_m)²/(6Δ), which is largest at the low-energy end. The fitted line is raised there, and its zero moves down.

The upward quantum shift can be understood from a limiting case. Suppose that T differs from its classical value, one above the top and zero below, in a limited range around the top. For Δ beyond that range, Proposition 5 gives

Y·hν = C·[Δ² − 2DΔ + 2M],

where D is the integral of 1 − T above the top minus the integral of T below it. M is the integral of E_n(1 − T) above the top plus that of |E_n|T below it. Both follow from separating the factor Δ − E_n into its two terms. For large Δ,

√(Δ² − 2DΔ + 2M) = Δ − D + O(1/Δ).

Missing transmission above the top thus raises the apparent threshold, and tunnelling below it lowers it. In the example the loss is the larger of the two: the integral of 1 − T up to 1 eV above the top is 0.22 eV, and the integral of T below the top is 0.014 eV. T is still below one several eV above the top, so D keeps growing with the upper limit, and the limiting formula explains the sign and not the value of 54 meV.

For this model and this fit range, then, fitting √Y in place of √(Y·hν) costs more accuracy than the finite cone or room temperature. The order can change when the fitted range lies closer to the threshold, and tunnelling can then even make the quantum shift negative. Over the range used here, a fit of √(Y·hν) followed by the addition of 0.190 eV would, with quantum transmission alone included, overestimate the offset of 2.50 eV by about 0.05 eV. The four shifts were not computed together, and their sum is not claimed to be the total. The quantum shift depends on uncertain inputs in both size and sign. Moving the mass change 0.1 nm or 0.2 nm into the image well gives +18 meV or −17 meV, and oxide masses of 0.1, 0.5, 1.0 and 2.0 m₀ give +12, +64, +39 and −12 meV. It also falls with field, from +56 meV at 0.5 MV/cm to +5 meV at 3 MV/cm, so that thresholds fitted over this field range extrapolate in √F to about 2.60 eV in place of 2.50 eV.

Comparison with real gate stacks. The chosen band depth is the free-electron value for aluminium, and the other inputs are rough values for a metal on hafnia. The oxide mass and the mean free paths are the least certain. The value 0.2 m₀ is of the kind fitted to tunnelling currents, and the mass for motion above the conduction-band edge can be several times larger. The 20 nm oxide is thick compared with the few nanometres of a transistor gate dielectric, but it suppresses direct tunnelling in the dark. At the Fermi level the semiclassical tunnelling exponent, twice the integral of the decay constant through the oxide, is 109, so direct tunnelling from that level is negligible here. Conduction through traps, which can carry a dark current in real films, is not included. The field of 1 MV/cm lies below the breakdown field of good hafnia films, which is roughly a few MV/cm. Of finite temperature, free-electron densities and quantum transmission, the last changes the yield most, by a third for the oxide mass and the join used here, and over the fit range used here it then moves the fitted threshold by about 0.05 eV. The position of the conduction-band minimum of hafnia depends on the crystal phase, and it need not lie at the zero in-plane wave vector assumed in A3. The escape directions are then not centred on the normal. Real films also have rough or reacted interfaces, trapped charge and grains, which can spoil momentum conservation and spread the barrier height. Those effects are not sized here. The mass factor gives an idea of how sensitive the prefactor is: replacing μ = 0.2 by μ = 1 at fixed B and W multiplies the leading yield by five, while the position of the ideal threshold stays the same. The ideal threshold is therefore a firmer result of the model than the absolute yield, although the fitted threshold remains uncertain by several tens of meV through the transmission.
